\section*{Why correlated Dirac-Coulomb calculations exclude negative-energy spinors}

\section{The situation}

A relativistic mean-field calculation in a finite basis returns two sets of spinors. One set lies above $-mc^2$ and contains the bound and scattering states of an electron. The other lies at or below $-mc^2$. Together they span the one-electron basis, so a coupled-cluster calculation seems to call for virtual spinors from both. Yet the negative set is left out of the amplitudes.

The reason is an energy balance. One bound electron can drop into the negative continuum while the other takes up the released energy and leaves. The final pair has the same energy as the initial one, so its correlation denominator is zero. This is shown here to second order for two electrons, together with the size of the effect and its cure.

\section{Model and conventions}

Hartree atomic units are used, so $m=1$, but $mc^2$ is written out. One-electron energies include the rest energy. The Hamiltonian is
\begin{equation}
H=h(1)+h(2)+\frac{1}{r_{12}},\qquad
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2-\frac Zr ,
\end{equation}
with no restriction on the spinors. Orbitals are eigenfunctions of $h$, and all of $1/r_{12}$ is the perturbation. Both electrons start in the lowest bound spinor $b$ and are coupled to $J=0$.

The model keeps $s_{1/2}$ spinors, for which $\kappa=-1$. With radial components $P/r$ and $iQ/r$, the Dirac equation is
\begin{align}
\left(mc^2-\frac Zr\right)P-c\left(Q'+\frac Qr\right)&=\varepsilon P,\\
c\left(P'-\frac Pr\right)-\left(mc^2+\frac Zr\right)Q&=\varepsilon Q .
\end{align}
For $b$, insert $P=r^\gamma e^{-ar}$ and $Q=\rho P$. The $1/r$ terms of the two equations give
\begin{equation}
\rho=-\frac{Z}{c(\gamma+1)},\qquad \rho=\frac{c(\gamma-1)}{Z}.
\end{equation}
Equating them gives $\gamma^2=1-Z^2/c^2$; multiplying them gives $\rho^2=(1-\gamma)/(1+\gamma)$. The constant terms give $\varepsilon-mc^2=c\rho a$ and $-ca=(\varepsilon+mc^2)\rho$. Eliminating $a$,
\begin{equation}
\varepsilon-mc^2=-(\varepsilon+mc^2)\rho^2
\;\Rightarrow\;
\varepsilon_b=mc^2\,\frac{1-\rho^2}{1+\rho^2}=\gamma mc^2 .
\end{equation}

The example takes $Z=60$ as a round parameter with a point nucleus. Then $\gamma=0.899$, $mc^2=18778.9$ and $\varepsilon_b=16883.2$ hartree.

\section{Which denominators can vanish}

For a double excitation from $bb$ to spinors $i,j$, the denominator is
\begin{equation}
D_{ij}=2\varepsilon_b-\varepsilon_i-\varepsilon_j .
\end{equation}
There are three kinds of pair.

\emph{Two positive-energy spinors.} Every such spinor has $\varepsilon\ge\varepsilon_b$, so an excited pair has $D<0$. The value closest to zero belongs to $b$ paired with the next $s$ level and is $-1416$ hartree here.

\emph{Two negative-energy spinors.} Since $\varepsilon_i,\varepsilon_j\le-mc^2$, we have $D\ge2\varepsilon_b+2mc^2>0$.

\emph{One of each.} Let $p$ be positive and $n$ negative. For $p=b$, $D=\varepsilon_b-\varepsilon_n>0$. As $\varepsilon_p$ rises without limit, $D$ becomes negative. It crosses zero at
\begin{equation}
\varepsilon_p=2\varepsilon_b-\varepsilon_n\ \ge\ 2\varepsilon_b+mc^2 .
\label{eq:res}
\end{equation}
Because $\varepsilon_b>0$, this energy lies inside the positive continuum. Every $n$ therefore has a resonant partner. Written as $\varepsilon_p-\varepsilon_b=\varepsilon_b-\varepsilon_n$, the condition says that one electron gains what the other loses, as in an Auger process.

The ejected electron has kinetic energy of at least $2\varepsilon_b$. A weak nuclear field does not remove the resonance: as $Z\to0$, $\varepsilon_b\to mc^2$ and the threshold kinetic energy tends to $2mc^2$. A mean field changes $\varepsilon_b$ but leaves the argument intact while $0<\varepsilon_b<mc^2$.

The threshold explains why a modest basis may show nothing. Here it is $52545$ hartree, or $2.80\,mc^2$. With basis exponent 60:
\begin{center}
\begin{tabular}{rrrr}
functions per & highest & mixed pairs & smallest $|D|$\\
component & $\varepsilon_p/mc^2$ & with $D<0$ & (hartree)\\
10 & 2.40 & 0 & 7763\\
20 & 4.43 & 18 & 1168\\
40 & 8.56 & 105 & 672
\end{tabular}
\end{center}
The smallest basis cannot represent the resonant electron. The larger ones have mixed denominators of both signs, and any change of basis may move one through zero.

\section{The coupling is not zero}

A vanishing denominator is harmless if its numerator vanishes too. The angular part of the large component is a constant spinor, and that of the small component is the same spinor multiplied by $\boldsymbol\sigma\cdot\hat{\mathbf r}$, up to a sign. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, both transition densities are spherical, and vanish between opposite magnetic quantum numbers. Averaging $1/r_{12}$ over angles leaves $1/\max(r,s)$ for electrons at radii $r$ and $s$. With
\begin{equation}
\rho_i(r)=P_iP_b+Q_iQ_b,\qquad C_i(u)=\int_0^u\rho_i(r)\,dr,
\end{equation}
and $1/\max(r,s)=\int_{\max(r,s)}^\infty du/u^2$, exchanging the order of integration gives
\begin{equation}
V_{pn}=\int_0^\infty\!\!\int_0^\infty
\frac{\rho_p(r)\rho_n(s)}{\max(r,s)}\,dr\,ds
=\int_0^\infty\frac{C_p(u)C_n(u)}{u^2}\,du .
\end{equation}
Orthogonality to $b$ makes $C_p$ and $C_n$ vanish at infinity, but not at finite $u$.

The normalized $J=0$ pair is
$(|p_\uparrow n_\downarrow\rangle+|n_\uparrow p_\downarrow\rangle)/\sqrt2$,
where the kets are determinants. Each has matrix element $V_{pn}$ with $|b_\uparrow b_\downarrow\rangle$; the exchange integrals vanish because they need densities between opposite magnetic quantum numbers. Hence
\begin{equation}
M_{pn}=\frac{V_{pn}+V_{pn}}{\sqrt2}=\sqrt2\,V_{pn}.
\end{equation}

\section{What happens to the amplitudes}

Projecting the first-order equation on the pair $pn$ gives
\begin{equation}
t_{pn}=\frac{M_{pn}}{D_{pn}},\qquad
E^{(2)}_{pn}=M_{pn}t_{pn}=\frac{M_{pn}^2}{D_{pn}} .
\end{equation}
For $p\ne b$ this is also the first iterate of the coupled-cluster doubles equations when they start from zero amplitudes and the denominators are built from the eigenvalues of $h$. The sums quoted below also include the pairs that keep one electron in $b$, which are single excitations.

With 20 functions per component, changing the exponent from 80.85 to 81.23 carries one mixed denominator from $+100$ to $-100$ hartree. Near the crossing its coupling is $M=0.0339$ hartree. The second-order energies, in hartree, are
\begin{center}
\begin{tabular}{rrrr}
$D$ & $t$ & mixed pairs & positive pairs\\
$100$ & $0.00034$ & $0.00125$ & $-0.15112$\\
$0.1$ & $0.339$ & $0.01276$ & $-0.15112$\\
$0.0001$ & $339$ & $11.52$ & $-0.15112$\\
$-0.0001$ & $-339$ & $-11.52$ & $-0.15112$\\
$-0.1$ & $-0.339$ & $-0.01028$ & $-0.15112$
\end{tabular}
\end{center}
At $D=0.1$ the chosen pair contributes $0.0339^2/0.1=0.0115$ hartree; the other mixed pairs supply the remaining $0.0012$. The positive-energy sum does not respond at the digits shown.

The divergence belongs to perturbation theory. To see what replaces it, keep two states, $bb$ and $pn$, and write the wavefunction as $|bb\rangle+t|pn\rangle$. Measured from $2\varepsilon_b$, the pair $pn$ lies at $-D$. The Schr\"odinger equation gives
\begin{equation}
E=Mt,\qquad M-Dt=Et .
\end{equation}
Substituting the first equation into the second,
\begin{equation}
Mt^2+Dt-M=0,\qquad
t=\frac{-D\pm\sqrt{D^2+4M^2}}{2M}.
\end{equation}
For $|D|\gg2|M|$, the root of small magnitude is $t\simeq M/D$. At $D=0$ the roots are $t=\pm1$: both eigenstates are equal mixtures, with energies $\pm|M|$. A solver that follows the smaller amplitude must change roots there, and its energy jumps by $2|M|$, or $0.068$ hartree for this coupling. Solving the equation exactly thus removes the infinity but not the fault, since neither state is a proper bound pair. The plain iteration $t\leftarrow(M-Mt^2)/D$ does not even reach a root near the crossing: its slope at the small root is $-2Mt/D$, which is below one in size only for $|D|>2|M|/\sqrt3$, or $0.039$ hartree here.

In the full problem the diagonal repulsion, $40.5$ hartree for $bb$, shifts the crossing to another basis exponent. It does not remove it. For any total energy $E>0$, $\varepsilon_p=E-\varepsilon_n$ again lies in the positive continuum.

\section{The limit of a complete basis}

Could a larger basis average the poles away? Let $\Delta_p$ and $\Delta_n$ be the local level spacings. A discrete level represents a slice of continuum, so
\begin{equation}
M_{ij}^2\simeq M^2(\varepsilon_p,\varepsilon_n)\,\Delta_p\Delta_n ,
\end{equation}
where $M(\varepsilon_p,\varepsilon_n)$ uses spinors normalized per unit energy. Fix $n$ and take the $p$ levels near resonance as equally spaced, with denominators $(x_n+j)\Delta_p$ for integer $j$. If $M$ varies slowly, their contribution is
\begin{equation}
M^2\Delta_n\sum_{j=-\infty}^{\infty}\frac1{x_n+j}
=M^2\Delta_n\,\pi\cot(\pi x_n),
\end{equation}
with the sum taken symmetrically. The spacing $\Delta_p$ has cancelled: refining the $p$ levels does not suppress the term.

Suppose further that the offsets $x_n$ act as independent random numbers, uniform between 0 and 1. Then $\cot(\pi x_n)$ has a Cauchy distribution of unit scale. A weighted sum of independent Cauchy variables is again Cauchy, and its scale is the sum of the weights:
\begin{equation}
\pi\sum_n\Delta_nM^2\ \longrightarrow\ \pi\int d\varepsilon_n\,M^2\equiv\frac\Gamma2 .
\end{equation}
In this statistical model the scatter does not shrink as the basis grows, and it has no finite variance.

The same $\Gamma$ appears when the continuum is treated as such. Give the energy an infinitesimal positive imaginary part, as for a state that decays forward in time:
\begin{equation}
E^{(2)}_{+-}=\iint\frac{M^2\,d\varepsilon_p\,d\varepsilon_n}
{2\varepsilon_b-\varepsilon_p-\varepsilon_n+i0}.
\end{equation}
From $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$,
\begin{equation}
\operatorname{Im}E^{(2)}_{+-}=-\pi\int_{-\infty}^{-mc^2}\!d\varepsilon_n\,
M^2(2\varepsilon_b-\varepsilon_n,\varepsilon_n)=-\frac\Gamma2 .
\end{equation}
A state with energy $E-i\Gamma/2$ has probability proportional to $e^{-\Gamma t}$. The unprojected Hamiltonian therefore predicts that a stable two-electron ground state dissolves. The other two kinds of pair have no zero denominator and add no width at this order.

\section{How large the effect is}

Integrating continuum spinors from $|\varepsilon_n|=1.03\,mc^2$ up to $33\,mc^2$ gives $\Gamma=5.3\times10^{-7}$ hartree, a false lifetime of about 45 ps. The integrand is nonnegative, so apart from numerical error this is a lower bound on the second-order width of the model. The upper half of that range, from $17$ to $33\,mc^2$, supplies 9\%. The integrand then falls quickly, and the range from $33$ to $100\,mc^2$ would add only about 1.4\%. Other values of $\kappa$ are separate final channels and can add to the width, not reduce it.

Two tests bear on this value. The first checks the normalization and coupling of the continuum spinors at low energy only. For $|\varepsilon_n|$ between $1.05$ and $3.3\,mc^2$, the summed strengths of near-resonant discrete pairs, converted with their level spacings, agree with those of continuum pairs at the same energies to 0.3\% in two bases. These sums, $3.1$ and $3.2\times10^{-8}$ hartree, are only about 6\% of $\Gamma$ in size, so the bulk of the width is not covered by this test. The second test rotates the radius, $r\to re^{i\theta}$. Derivatives and both Coulomb terms acquire a factor $e^{-i\theta}$, while $\beta mc^2$ does not change. At high momenta $k$ and $q$, the mixed-pair energy becomes about $c(k-q)e^{-i\theta}$. For positive real part this lies below the real axis, so the denominators stay away from zero. At $\theta=0.2$, three successively larger bases give $-2\operatorname{Im}E^{(2)}_{+-}=17.5$, $6.3$ and $5.7\times10^{-7}$ hartree. The last is 7\% above the direct integral. The omitted tail is too small to account for most of this difference, which points to the unconverged basis of the rotated calculation. The sequence is still falling and only one angle was used, so this test, the only one of the full width, confirms $\Gamma$ only roughly; the program requires agreement within 20\%.

The real part of the mixed sum is $0.00125$ hartree, under 1\% of the magnitude of the positive-energy sum and of opposite sign. About a third of it comes from the pairs $bn$, which are single excitations and cannot resonate. Most of the positive-energy sum, $-0.134$ hartree, also comes from single excitations; among the doubles alone the mixed pairs give $0.0008$ against $-0.0175$ hartree, between 4 and 5\%. It still looks like a small, smooth correction, which makes the fault easy to miss. For the pair followed above, an error of $0.001$ hartree requires
\begin{equation}
|D|\le\frac{M^2}{0.001}\simeq1.2\ \text{hartree},
\end{equation}
whereas the smallest denominators in the fixed bases listed earlier are hundreds of hartree or more. In the statistical model, the chance of scatter beyond $\delta\gg\Gamma$ is about $\Gamma/(\pi\delta)$, or $2\times10^{-4}$ for $\delta=0.001$ hartree. A normal-looking result is thus no evidence that the treatment is sound.

\section{Why exclusion is the right repair}

Removing a troublesome term needs a physical reason. In hole theory the negative-energy states are filled in the vacuum. The excitation $bb\to pn$ would be produced by
\begin{equation}
a_p^\dagger a_n^\dagger a_{b\downarrow}a_{b\uparrow}|bb;\text{filled sea}\rangle=0,
\end{equation}
because $a_n^\dagger$ tries to fill an occupied state. The resonance comes from treating the sea as empty.

Negative-energy states still have physical effects, through the creation of electron-positron pairs. If the interaction lifts a sea electron from $n$ to $q$ and a bound electron from $b$ to $p$, the cost is
\begin{equation}
\varepsilon_p+\varepsilon_q-\varepsilon_b-\varepsilon_n
\ \ge\ 2\varepsilon_b-\varepsilon_b+mc^2=mc^2+\varepsilon_b ,
\end{equation}
since $p$ and $q$ have at least the energy of $b$. Here that is $35662$ hartree. Lifting two sea electrons costs at least $2mc^2+2\varepsilon_b$. These denominators cannot vanish. Such terms belong to quantum electrodynamics, together with the other radiative corrections, and leaving negative-energy virtuals in an ordinary doubles equation does not reproduce them.

\section{What to do}

Use the no-pair Hamiltonian,
\begin{equation}
H_{+}=\Lambda_+(1)\Lambda_+(2)\,H\,\Lambda_+(1)\Lambda_+(2),
\end{equation}
where $\Lambda_+$ projects on the positive-energy solutions of a chosen one-electron Hamiltonian. In a coupled-cluster program this means taking all virtual indices from the positive branch, before the amplitude equations are built. In the example, the first ionization threshold then lies $mc^2-\varepsilon_b=1896$ hartree above $2\varepsilon_b$. The first-order repulsion of $40.5$ hartree leaves the bound pair well below it.

Three practical points follow.

\begin{enumerate}
\item Keep the small-component functions in the mean-field step. The positive-energy spinors need them. Relaxing one orbital also mixes in negative-energy solutions, but the single-excitation denominator is $\varepsilon_b-\varepsilon_n\ge\varepsilon_b+mc^2$ and cannot vanish.

\item Do not rely on a small basis, a denominator cutoff or a level shift. A small basis hides the resonance until it is enlarged. The other two change the denominators while leaving the empty sea in place.

\item State which potential defines $\Lambda_+$. If that potential changes by $\delta U$, first-order mixing between the branches is $\delta U_{np}/(\varepsilon_p-\varepsilon_n)$, with a denominator of at least $mc^2+\varepsilon_b$. The mixing is therefore small when $\delta U$ is small on that scale, but the change in the no-pair energy need not be small next to the correlation energy. In the example, building $\Lambda_+$ from a charge of 59 instead of 60 lowers the no-pair energy by about $0.016$ hartree, a tenth of the positive-energy second-order sum and nine tenths of its doubles part. That change of potential, $1/r$, is singular at the nucleus. Screening the nucleus instead with the Coulomb potential of one electron in $b$, which is finite there, raises the energy by only $0.0004$ hartree, about 2.5\% of the doubles part. Removing this dependence requires the pair-creation terms.
\end{enumerate}

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge Z: 60
speed of light c: 137.0360 a.u.
rest energy mc2: 18778.87 Eh
gamma = e_b/mc2: 0.899052
bound spinor energy e_b: 16883.18 Eh
pair energy 2 e_b: 33766.37 Eh
lowest resonant electron energy 2e_b+mc2: 52545.23 Eh
smallest QED pair-creation cost mc2+e_b: 35662.05 Eh
basis lam=60: N, top e_p/mc2, +- pairs with D<0, min|D| in Eh
    3     1.143      0    32532.145
   10     2.403      0     7763.207
   20     4.426     18     1168.256
   40     8.561    105      671.815
first-order repulsion <bb|1/r12|bb>: 40.5218 Eh
++ gap e_2s - e_1s (N=20): 1415.63 Eh
one +- denominator tuned through zero (N=20), energies in Eh:
  lam, D, coupling M, amplitude M/D, E2(+-), E2(++)
  80.848954  100.0000 0.03404  3.4042e-04  1.2546e-03 -0.151121
  chosen pair: e_p=62633.5 Eh, e_n=-28967.1 Eh
  81.040589    0.1000 0.03394  3.3940e-01  1.2762e-02 -0.151121
  81.040781    0.0001 0.03394  3.3940e+02  1.1520e+01 -0.151121
  81.040781   -0.0001 0.03394 -3.3940e+02 -1.1518e+01 -0.151121
  81.040973   -0.1000 0.03394 -3.3940e-01 -1.0276e-02 -0.151121
  81.232633 -100.0000 0.03384 -3.3838e-04  1.2318e-03 -0.151121
spurious width Gamma, continuum spinors: 5.326e-07 Eh
  share of |e_n| from 1/0.06 to 1/0.03 mc2: 9.00 %
  main part, 30 and 22 energies: 4.8472e-07 4.8472e-07 Eh
false lifetime 1/Gamma: 45.4 ps
near-resonant level sums 4 pi V^2 de_n in Eh: N, discrete, continuum
  80 3.1175e-08 3.1248e-08
  60 3.2458e-08 3.2537e-08
no-pair E2(++), N=80 and N=60: -0.151124 -0.151124 Eh
complex scaling, theta=0.2: N, lam, Re E2(+-), -2 Im E2(+-) in Eh
  50 200 1.252464e-03 1.745e-06
  100 700 1.253138e-03 6.281e-07
  140 1000 1.253162e-03 5.699e-07
\end{verbatim}
